# Helium with a Correlated Gaussian: Optimal Exponents, Sign of g, Normalizability

## Problem

Two electrons of mass $m$ in a spin singlet move non-relativistically around a fixed point nucleus of charge $Ze$ at the origin. With $k = e^2/(4\pi\varepsilon_0)$, $a_0 = \hbar^2/(mk)$ and $E_h = k/a_0$, the Hamiltonian is

$$H = -\frac{\hbar^2}{2m}\left(\nabla_1^2+\nabla_2^2\right) - Zk\left(\frac1{r_1}+\frac1{r_2}\right) + \frac{k}{r_{12}},\qquad r_{12}=|\mathbf r_1-\mathbf r_2| .$$

The spatial trial function, symmetric under exchange as the singlet requires, is

$$\psi = \exp\left[-a\,(r_1^2+r_2^2) - g\,r_{12}^2\right],\qquad a,\ g \text{ real}.$$

At $g=0$ it is a product of two identical Gaussian orbitals.

(a) For which $a$ and $g$ is $\psi$ square-integrable? How does the norm behave on the boundary of that region and beyond it?

(b) Find $E(a,g)=\langle\psi|H|\psi\rangle/\langle\psi|\psi\rangle$.

(c) Minimize $E$ over both parameters. For which $Z$ does a minimum exist? Show that the optimal $g$ is negative and lies inside the region found in (a).

(d) Identify the term of $H$ that fixes the sign of $g$, and find the behaviour of $E$ near the boundary and of the energy gain at large $Z$.

(e) Evaluate the results for helium and compare with Hartree–Fock and full configuration interaction in the cc-pVQZ basis.

## Solution

### (a) Square-integrability

The term $r_{12}^2$ couples the electrons, and a rotation of the six coordinates removes the coupling. Define

$$\mathbf u = \frac{\mathbf r_1+\mathbf r_2}{\sqrt2},\qquad \mathbf v = \frac{\mathbf r_1-\mathbf r_2}{\sqrt2}.$$

The map is orthogonal, so the volume element is unchanged, $r_1^2+r_2^2 = u^2+v^2$, and $\nabla_1^2+\nabla_2^2=\nabla_u^2+\nabla_v^2$. Also $r_{12}^2 = 2v^2$. The exponent becomes $-a(u^2+v^2)-2gv^2$, so

$$\psi = e^{-a u^2}\,e^{-b v^2},\qquad b = a+2g. \tag{1}$$

The integrand $|\psi|^2$ is positive and factorizes, so the norm is a product of two three-dimensional integrals. Each Cartesian factor $\int e^{-2ax^2}dx$ equals $\sqrt{\pi/(2a)}$ for $a>0$ and diverges for $a\le0$, where the integrand is at least 1 everywhere. Hence

$$N=\left(\frac{\pi}{2a}\right)^{3/2}\left(\frac{\pi}{2b}\right)^{3/2}, \tag{2}$$

and $N$ is finite if and only if $a>0$ and $b>0$, that is

$$a>0,\qquad g>-\frac a2 .$$

Negative $g$ is allowed: the factor $e^{-gr_{12}^2}$ then grows with $r_{12}$, but the orbital factors outweigh it. The most demanding configuration has the electrons on opposite sides of the nucleus, $\mathbf r_2=-\mathbf r_1$, where $u=0$, $r_{12}=2r_1$ and the exponent is $-(2a+4g)r_1^2$.

The rate of divergence follows from the norm $N(L)$ restricted to $r_1+r_2\le L$. For $v\gg u$, split $\mathbf u$ into parts $u_\parallel$ and $u_\perp$ along and across $\mathbf v$. Then $|\mathbf u\pm\mathbf v| \simeq v\pm u_\parallel+u_\perp^2/(2v)$, and since $\mathbf r_{1,2}=(\mathbf u\pm\mathbf v)/\sqrt2$,

$$r_1+r_2\simeq\sqrt2\left[v+\frac{u_\perp^2}{2v}\right].$$

Setting this equal to $L$ and inserting $v\simeq L/\sqrt2$ in the small term gives $v_{\max}\simeq (L/\sqrt2)(1-u_\perp^2/L^2)$. On the boundary $b=0$ the $\mathbf v$ integral is the volume $4\pi v_{\max}^3/3$. The weight $e^{-2au^2}$ has variance $1/(4a)$ per axis, so the two transverse axes give $\langle u_\perp^2\rangle=1/(2a)$, and for $aL^2\gg1$

$$N(L)\simeq\left(\frac{\pi}{2a}\right)^{3/2}\frac{4\pi}{3}\left(\frac{L}{\sqrt2}\right)^3\left(1-\frac{3}{2aL^2}\right).$$

The boundary is therefore excluded, with a divergence as $L^3$. For $b<0$ the radial integral $\int v^2e^{2|b|v^2}dv$ is dominated by its upper end; one integration by parts gives the leading term $v_{\max}e^{2|b|v_{\max}^2}/(4|b|)$, which grows as $L\,e^{|b|L^2}$. The substitution $\mathbf r_2\to-\mathbf r_2$ exchanges $\mathbf u$ and $\mathbf v$ and leaves $r_1+r_2$ unchanged, so on the other edge $a=0$ and beyond it (with $b>0$) the same results hold with $a$ and $b$ exchanged.

Quadrature at $a=a_0^{-2}$ gives $N(20a_0)/N(10a_0)=1.0002$ at $g/a=-0.45$, $8.091$ at $g/a=-0.5$ and $2.2\times10^{13}$ at $g/a=-0.55$. The boundary formula accounts for the middle value: $8\,(1-3/800)/(1-3/200)=8.09$. The leading estimate for the last, with $|b|=0.1\,a_0^{-2}$, is $2\,e^{40-10}\approx2\times10^{13}$.

### (b) The energy

From here on $a>0$ and $b>0$.

For the kinetic energy, $\nabla e^{-au^2}=-2a\mathbf u\,e^{-au^2}$, and a second derivative gives $\nabla^2e^{-au^2}=(4a^2u^2-6a)\,e^{-au^2}$. With $\langle u^2\rangle=3/(4a)$ the average of the bracket is $3a-6a=-3a$. The $\mathbf v$ factor gives $-3b$ in the same way, so

$$T=\frac{3\hbar^2}{2m}(a+b)=\frac{3\hbar^2}{m}(a+g). \tag{3}$$

Both potential terms are averages of $1/r$ over an isotropic Gaussian distribution with variance $\sigma^2$ per axis. Using $\int_0^\infty r\,e^{-r^2/2\sigma^2}dr=\sigma^2$,

$$\left\langle\frac1r\right\rangle=\frac{4\pi\sigma^2}{(2\pi\sigma^2)^{3/2}}=\sqrt{\frac2\pi}\,\frac1\sigma .$$

Under $|\psi|^2=e^{-2au^2}e^{-2bv^2}$ the vectors $\mathbf u$ and $\mathbf v$ are independent Gaussian variables of zero mean with variances $1/(4a)$ and $1/(4b)$ per axis. A linear combination of independent Gaussian variables is Gaussian, and the variances add with the squared coefficients. For $\mathbf r_{1,2}=(\mathbf u\pm\mathbf v)/\sqrt2$ and $\mathbf r_{12}=\sqrt2\,\mathbf v$,

$$\sigma_1^2=\frac12\left(\frac1{4a}+\frac1{4b}\right)=\frac{a+b}{8ab},\qquad \sigma_{12}^2=\frac{2}{4b}=\frac1{2b}.$$

Then $\langle1/r_1\rangle=\sqrt{2/\pi}\sqrt{8ab/(a+b)}=4\sqrt{ab/[\pi(a+b)]}$ and $\langle1/r_{12}\rangle=\sqrt{2/\pi}\sqrt{2b}=2\sqrt{b/\pi}$. The two electrons contribute equally to the attraction, so

$$V_{ne}=-8Zk\sqrt{\frac{ab}{\pi(a+b)}},\qquad V_{ee}=2k\sqrt{\frac b\pi}, \tag{4}$$

and with $a+b=2(a+g)$,

$$E(a,g)=\frac{3\hbar^2}{m}(a+g)-8Zk\sqrt{\frac{a(a+2g)}{2\pi(a+g)}}+2k\sqrt{\frac{a+2g}{\pi}}. \tag{5}$$

The same variances give the second moments. Since $\mathbf r_1\cdot\mathbf r_2=(u^2-v^2)/2$,

$$\langle r_1^2\rangle=\frac{3(a+b)}{8ab},\qquad\langle r_{12}^2\rangle=\frac{3}{2b},\qquad\langle\mathbf r_1\cdot\mathbf r_2\rangle=\frac38\left(\frac1a-\frac1b\right). \tag{6}$$

For $g<0$, $b<a$ and $\langle\mathbf r_1\cdot\mathbf r_2\rangle<0$: the electrons favour opposite sides of the nucleus.

### (c) Minimization

The kinetic energy depends on $a+b$ alone, which suggests separating an overall scale from a shape. Put

$$a=\lambda(1+t),\qquad b=\lambda(1-t),\qquad \lambda>0,\quad -1<t<1 .$$

This covers the region of (a) exactly once, with $\lambda=(a+b)/2=a+g$ and $g=(b-a)/2=-\lambda t$. Negative $g$ means positive $t$, and the limit $g\to-a/2$ is $t\to1$. Now $ab/(a+b)=\lambda^2(1-t^2)/(2\lambda)=\lambda(1-t^2)/2$, and $8Z/\sqrt2=4\sqrt2Z$, so

$$E=\frac{3\hbar^2}{m}\lambda-k\sqrt{\frac\lambda\pi}\,F(t),\qquad F(t)=c\sqrt{1-t^2}-2\sqrt{1-t},\qquad c=4\sqrt2\,Z. \tag{7}$$

**Scale.** At fixed $t$, $E$ is a quadratic in $s=\sqrt\lambda$, namely $As^2-Bs$ with $A=3\hbar^2/m$ and $B=kF/\sqrt\pi$. If $F\le0$, $E>0$ for every $s>0$. If $F>0$, the minimum is at $s=B/(2A)$ with value $-B^2/(4A)$. Using $mk/\hbar^2=1/a_0$ and $mk^2/\hbar^2=E_h$,

$$\lambda=\frac{F^2}{36\pi a_0^2},\qquad E=-\frac{F^2}{12\pi}E_h. \tag{8}$$

At this point the total potential energy is $-Bs=-2As^2=-2T$, the virial relation, so $E=-T$. At $t=0$, (8) is the single-Gaussian result, with $F_0=c-2$, exponent $a_s=F_0^2/(36\pi a_0^2)$ and energy $E_0=-F_0^2E_h/(12\pi)$; it requires $c>2$.

**Shape.** The lowest energy belongs to the largest positive $F$. The sign of the best $t$ follows without calculus. The first term of $F$ is even in $t$, so for $0<t<1$

$$F(t)-F(-t)=2\left(\sqrt{1+t}-\sqrt{1-t}\right)>0 .$$

Every function with $g>0$ is thus beaten by its partner with the same $\lambda$ and the opposite $g$. To exclude $t=0$ and locate the maximum, differentiate, and write $1/\sqrt{1-t}=\sqrt{1+t}/\sqrt{1-t^2}$:

$$F'(t)=-\frac{ct}{\sqrt{1-t^2}}+\frac1{\sqrt{1-t}}=\frac{n(t)}{\sqrt{1-t^2}},\qquad n(t)=\sqrt{1+t}-ct. \tag{9}$$

For $-1<t\le0$ both terms of $n$ are non-negative and the first is positive, so $F$ rises there; in particular $F'(0)=1$. At the other end $n(1)=\sqrt2-c$.

Take first $c>\sqrt2$, which is $Z>1/4$. Then $n(0)>0>n(1)$, so $n$ has a zero in $(0,1)$. The function $n$ is concave, since $n''=-\tfrac14(1+t)^{-3/2}<0$, and so lies above its chords. If it had two zeros $t_1<t_2$, the chord from $(0,1)$ to $(t_2,0)$ would force $n(t_1)>0$, a contradiction. The zero $t_*$ is therefore unique, $F$ rises up to it and falls after it, and because $F\to0$ as $t\to1$ the maximum $F_*$ is positive. Squaring $ct=\sqrt{1+t}$ gives $c^2t^2-t-1=0$. The unsquared equation needs $t>0$, which selects the positive root:

$$t_*=\frac{1+\sqrt{1+4c^2}}{2c^2}. \tag{10}$$

Factoring $F=\sqrt{1-t}\,\left(c\sqrt{1+t}-2\right)$ and replacing $\sqrt{1+t_*}$ by $ct_*$,

$$F_*=\sqrt{1-t_*}\,\left(c^2t_*-2\right),\qquad \lambda_*=\frac{F_*^2}{36\pi a_0^2},\qquad E_*=-\frac{F_*^2}{12\pi}E_h, \tag{11}$$

$$a_*=\lambda_*(1+t_*),\qquad g_*=-\lambda_*t_*,\qquad \frac{g_*}{a_*}=-\frac{t_*}{1+t_*}. \tag{12}$$

The function $t/(1+t)$ increases from $0$ to $1/2$ on $(0,1)$, so

$$-\frac{a_*}{2}<g_*<0\qquad (Z>1/4).$$

This is the unique global minimum of $E(a,g)$: wherever $F>0$ the energy is at least $-F^2E_h/(12\pi)\ge E_*$, with equality only at $t_*$ and $\lambda_*$, and wherever $F\le0$ the energy is positive.

Now take $Z\le1/4$. Then $c\sqrt{1+t}<c\sqrt2\le2$ for all $t<1$, so $F<0$ and $E>0$ everywhere. The energy tends to zero as $\lambda\to0$ and never reaches it, so no minimum exists and there is no optimal $g$. The root condition reads $c=\sqrt{1+t_*}/t_*$, whose right side falls as $t_*$ grows; lowering $Z$ towards $1/4$ therefore drives $t_*\to1$ and $g_*/a_*\to-1/2$, while $F_*\to0$ and $\lambda_*\to0$ by (11). The optimum approaches the square-integrability limit only as the whole function spreads out and its energy goes to zero. The threshold $1/4$ is a property of this trial family and is not a condition for binding two electrons. For every $Z>0$ the exact spectrum reaches at least as low as $-Z^2E_h/2$, the energy of one electron in the ground state of the nucleus with the other far away, and $E_*$ shows a bound two-electron state only where it lies below that value. Equation (11) gives this for $Z$ above about $1.47$; at $Z=1$, $E_*=-0.374\ E_h$ lies above $-0.5\ E_h$.

### (d) Origin of the sign and limiting cases

At fixed $\lambda$, (7) shows how each term responds to $t$. $T$ does not change. $V_{ne}=-kc\sqrt{\lambda/\pi}\sqrt{1-t^2}$ is even and rises at second order, by $kc\sqrt{\lambda/\pi}\,t^2/2$. $V_{ee}=2k\sqrt{\lambda/\pi}\sqrt{1-t}$ falls at first order:

$$\left.\frac{\partial V_{ee}}{\partial t}\right|_{t=0}=-k\sqrt{\frac\lambda\pi}. \tag{13}$$

A first-order gain outweighs a second-order cost for small $t>0$. The same fact appears in the original variables. At fixed $a$, $\lambda=a+g$ and $t=-g/(a+g)$, so $\partial\lambda/\partial g=1$ and $\partial t/\partial g=-a/(a+g)^2$, which is $-1/a$ at $g=0$. At the single-Gaussian optimum $\partial E/\partial\lambda=0$, so

$$\left.\frac{\partial E}{\partial g}\right|_{a_s,\,g=0}=\left(-k\sqrt{\frac{a_s}{\pi}}\right)\left(-\frac1{a_s}\right)=\frac{k}{\sqrt{\pi a_s}}>0. \tag{14}$$

To isolate the cause, multiply the electron-electron term by a number $\kappa$. Then $F=c\sqrt{1-t^2}-2\kappa\sqrt{1-t}$ and the numerator in (9) becomes $\kappa\sqrt{1+t}-ct$. For $\kappa=0$ it is $-ct$, and the maximum is at $t=0$, $g=0$. For $\kappa<0$, an attraction, it is negative for all $t\ge0$ and tends to $+c$ as $t\to-1$, so the maximum lies at $t<0$ and $g>0$. Direct minimization of the quadrature energy at $Z=2$ gives $|g|a_0^2$ equal to zero to five decimals for $\kappa=0$ and $g=+4.76\times10^{19}\ \mathrm{m^{-2}}$ for $\kappa=-1$. In this trial family the negative sign comes from the repulsion.

Near the boundary, at fixed $a$ and $b\to0^+$, $\sqrt{ab/(a+b)}=\sqrt b\,(1+b/a)^{-1/2}=\sqrt b+O(b^{3/2})$, and (3) and (4) give

$$E=\frac{3\hbar^2a}{2m}-(8Z-2)\,k\sqrt{\frac b\pi}+O(b). \tag{15}$$

Both potential terms vanish because $\langle r_1^2\rangle$ and $\langle r_{12}^2\rangle$ diverge as $1/b$: the electrons recede in opposite directions. What remains is the positive kinetic energy of confining $\mathbf u$. This limit is approached but not attained, since $\psi$ has no norm at $b=0$. For $Z>1/4$ the energy drops with infinite slope as $b$ moves in from zero, which keeps the minimum off this edge. On the other edge, at fixed $b$ and $a\to0^+$, (3) and (4) give in the same way $E=3\hbar^2b/(2m)+2k\sqrt{b/\pi}-8Zk\sqrt{a/\pi}+O(a)$, which also drops with infinite slope as $a$ moves in from zero.

For large $Z$, (10) gives $t_*=1/c+O(c^{-2})$. Expanding both roots in (7), $F=c-2+t-(c/2-1/4)\,t^2+O(t^3,ct^4)$, and the omitted terms are $O(c^{-3})$ near $t_*$. The maximum of $t-\beta t^2$ is $1/(4\beta)$, here $\Delta F=1/(2c-1)=1/(2c)+1/(4c^2)+O(c^{-3})$. Then

$$F_*^2-F_0^2=2(c-2)\Delta F+\Delta F^2=1-\frac2c+\frac1{2c}+O(c^{-2}),$$

$$E_*-E_0=-\frac{E_h}{12\pi}\left[1-\frac{3}{2c}+O(c^{-2})\right]. \tag{16}$$

The gain tends to the constant $-E_h/(12\pi)=-1.156\times10^{-19}$ J while $E_0$ grows as $Z^2$.

### (e) Helium

The constants are $k=2.307078\times10^{-28}$ J m, $a_0=5.291772\times10^{-11}$ m and $E_h=4.359745\times10^{-18}$ J. For $Z=2$, $c=8\sqrt2=11.313708$ and $c^2=128$.

The single Gaussian has $F_0=9.313708$ and $F_0^2=86.7452$, so

$$a_s=\frac{86.7452}{36\pi\,a_0^2}=2.7390\times10^{20}\ \mathrm{m^{-2}}\quad(0.7670\ a_0^{-2}),$$

$$E_0=-\frac{86.7452}{12\pi}E_h=-1.00317\times10^{-17}\ \mathrm J\quad(-2.3010\ E_h).$$

The slope (14) is $2.307078\times10^{-28}/\sqrt{\pi\times2.738991\times10^{20}}=7.865\times10^{-39}\ \mathrm{J\,m^2}$, and (13) gives $-2.154\times10^{-18}$ J, which is minus half of $V_{ee}$ at $g=0$.

For the correlated function, $\sqrt{1+4c^2}=\sqrt{513}=22.649503$, and

$$t_*=\frac{23.649503}{256}=0.092381,\qquad c^2t_*-2=\frac{23.649503}{2}-2=9.82475,$$

$$F_*=\sqrt{0.907619}\times9.82475=9.35995,\qquad F_*^2=87.6086,$$

$$\lambda_*=\frac{87.6086}{36\pi\,a_0^2}=2.76626\times10^{20}\ \mathrm{m^{-2}}.$$

Multiplying $\lambda_*$ by $1.092381$, by $0.907619$ and by $-0.092381$,

$$a_*=3.0218\times10^{20}\ \mathrm{m^{-2}}\quad(0.8462\ a_0^{-2}),\qquad b_*=2.5107\times10^{20}\ \mathrm{m^{-2}},$$

$$g_*=-2.5555\times10^{19}\ \mathrm{m^{-2}}\quad(-0.0716\ a_0^{-2}),$$

$$E_*=-\frac{87.6086}{12\pi}E_h=-1.01316\times10^{-17}\ \mathrm J\quad(-2.3239\ E_h).$$

The square-integrability limit at this $a_*$ is $-a_*/2=-1.5109\times10^{20}\ \mathrm{m^{-2}}$ ($-0.4231\ a_0^{-2}$). With $g_*/a_*=-0.0846$, the optimum lies $0.169$ of the way from $g=0$ to the limit. The norm (2) there is $1.855\times10^{-61}\ \mathrm{m^6}$. Moving to the limit at fixed $a_*$ would raise the energy towards $3\hbar^2a_*/(2m)=+5.53\times10^{-18}$ J.

| quantity | $g=0$ | optimum |
|---|---|---|
| $T$ ($10^{-17}$ J) | 1.00317 | 1.01316 |
| $V_{ne}$ ($10^{-17}$ J) | −2.43718 | −2.43881 |
| $V_{ee}$ ($10^{-17}$ J) | 0.43084 | 0.41249 |
| $\langle r_1^2\rangle$ ($10^{-21}$ m²) | 2.7382 | 2.7346 |
| $\langle r_{12}^2\rangle$ ($10^{-21}$ m²) | 5.4765 | 5.9744 |
| $\langle\mathbf r_1\cdot\mathbf r_2\rangle$ ($10^{-21}$ m²) | 0 | −0.2526 |

The gain is $E_*-E_0=-9.985\times10^{-20}$ J ($-0.0229\ E_h$), smaller in size than the large-$Z$ constant, as the sign of the correction in (16) indicates. The electrons move apart while their distance from the nucleus barely changes. The attraction $V_{ne}$ becomes slightly more negative, although part (d) found that $t\neq0$ weakens it at fixed $\lambda$. The re-optimized scale explains this. By (7) and (8), $V_{ne}\propto\sqrt\lambda\sqrt{1-t^2}\propto F\sqrt{1-t^2}$. The contraction factor is $9.359947/9.313708=1.00496$, the shape factor is $\sqrt{1-0.092381^2}=0.99572$, and their product $1.0007$ is the ratio $2.43881/2.43718$.

Direct minimization of the quadrature energy, started from positive $g$, gives $g/a=-0.1618$, $-0.0846$ and $-0.0572$ for $Z=1,2,3$, and the closed form gives $t_*=0.788$ and $g/a=-0.441$ at $Z=0.3$. This is the trend derived in (c): the weaker the nucleus relative to the repulsion, the closer the ratio comes to $-1/2$.

In the cc-pVQZ basis (30 functions), Hartree–Fock gives $-1.24755\times10^{-17}$ J ($-2.8615\ E_h$) and full configuration interaction, which diagonalizes $H$ in the space of all products of two basis functions, gives $-1.26538\times10^{-17}$ J ($-2.9024\ E_h$). The latter is an upper bound to the exact ground-state energy, so $E_*-E_{\rm FCI}=2.52\times10^{-18}$ J is a lower bound on the error of $E_*$. The factor $e^{-gr_{12}^2}$ closes $0.038$ of the gap between $E_0$ and $E_{\rm FCI}$. Most of that gap can be closed with no correlation at all: replacing the single Gaussian by the best doubly occupied orbital in the basis lowers the energy by $E_0-E_{\rm HF}=2.44\times10^{-18}$ J, whereas the correlation energy in this basis is $E_{\rm FCI}-E_{\rm HF}=-1.78\times10^{-19}$ J. The gain found here is $0.56$ of that correlation energy. The ratio compares sizes and nothing more, because the gain is measured from the best Gaussian product and the correlation energy from the Hartree–Fock function. The full configuration interaction state has $\langle\mathbf r_1\cdot\mathbf r_2\rangle=-1.79\times10^{-22}\ \mathrm{m^2}$, the same sign as the trial function's $-2.53\times10^{-22}\ \mathrm{m^2}$ and smaller in size. These reference values belong to cc-pVQZ and are not converged in the basis to the digits shown. In cc-pV5Z, $E_{\rm HF}$ falls by $1\times10^{-4}\ E_h$ and $E_{\rm FCI}$ by $7\times10^{-4}\ E_h$, the correlation energy becomes $-1.81\times10^{-19}$ J, the ratio $0.55$, the lower bound on the error of $E_*$ $2.53\times10^{-18}$ J and $\langle\mathbf r_1\cdot\mathbf r_2\rangle=-1.81\times10^{-22}\ \mathrm{m^2}$. Near the basis limit the correlation energy is $-1.83\times10^{-19}$ J and the ratio $0.54$, while the fraction $0.038$ does not change.

No choice of $a$ and $g$ makes $\psi$ an eigenfunction. Its local kinetic energy, $-(\hbar^2/2m)(4a^2u^2-6a+4b^2v^2-6b)$, is a polynomial and stays finite at $r_1=0$ and at $r_{12}=0$, so the Coulomb singularities in $H\psi/\psi$ are left uncancelled at both points.

The numerical check tests (2), (3), (4) and (6) against three-dimensional quadrature with a symbolic Cartesian Laplacian, the optimum against direct minimization, (13) and (14) against finite differences, the leading terms of (15) and (16), the growth of the truncated norm, the cases $Z=0.2$ and $Z=0.3$ on either side of the threshold, and $E_0$ against standard Gaussian integrals.

## Numbers as computed

```
hbar = 1.054572e-34 J s
m = 9.109384e-31 kg
k = 2.307078e-28 J m
a0 = 5.291772e-11 m
Eh = 4.359745e-18 J
He: Z = 2, c = 11.313708, c^2 = 128.000, F0 = 9.313708
g=0: a = 2.738991e+20 m^-2 = 0.766996 a0^-2
g=0: E0 = -1.003172e-17 J = -2.300987 Eh
g=0: T = 1.003172e-17 J
g=0: Vne = -2.437180e-17 J
g=0: Vee = 4.308366e-18 J
g=0: dE/dg at fixed a = 7.864876e-39 J m^2
g=0: dVee/dt at fixed lam = -2.154183e-18 J
opt: sqrt(1+4c^2) = 22.649503, t = 0.092381, F = 9.359947
opt: lam = 2.766255e+20 m^-2
opt: b = 2.510706e+20 m^-2
opt: a = 3.021804e+20 m^-2 = 0.846191 a0^-2
opt: g = -2.555490e+19 m^-2 = -0.071561 a0^-2
opt: limit -a/2 = -1.510902e+20 m^-2 = -0.423096 a0^-2
opt: g/a = -0.084568, g/(-a/2) = 0.169137
opt: E = -1.013157e-17 J = -2.323891 Eh
opt: T = 1.013157e-17 J
opt: Vne = -2.438806e-17 J
opt: Vee = 4.124916e-18 J
gain E-E0 = -9.985398e-20 J = -0.022904 Eh
large-Z gain -Eh/(12 pi) = -1.156458e-19 J
<r1sq>: g=0 2.73823e-21 m^2, opt 2.73458e-21 m^2
<r12sq>: g=0 5.47647e-21 m^2, opt 5.97442e-21 m^2
<dot>: g=0 0.00000e+00 m^2, opt -2.52623e-22 m^2
norm N at opt = 1.854670e-61 m^6
E as g -> -a/2 at opt a = 5.533767e-18 J
N(L=20a0)/N(L=10a0), a=1/a0^2, g/a=-0.45: 1.0002e+00
N(L=20a0)/N(L=10a0), a=1/a0^2, g/a=-0.5: 8.0914e+00
N(L=20a0)/N(L=10a0), a=1/a0^2, g/a=-0.55: 2.2381e+13
direct Z=1: a=5.3085e+19 g=-8.5913e+18 m^-2, g/a=-0.1618, E=-1.629597e-18 J
direct Z=2: a=3.0218e+20 g=-2.5555e+19 m^-2, g/a=-0.0846, E=-1.013157e-17 J
direct Z=3: a=7.5365e+20 g=-4.3120e+19 m^-2, g/a=-0.0572, E=-2.602350e-17 J
Z=0.3: t = 0.78791, g/a = -0.44069, E = -1.77721e-21 J
direct Z=2, kappa=0: |g| a0^2 = 0.00000
direct Z=2, kappa=-1: g = 4.763303e+19 m^-2
HF/cc-pVQZ (30 functions) = -1.247547e-17 J = -2.861514 Eh
FCI/cc-pVQZ = -1.265377e-17 J = -2.902411 Eh
E_FCI - E_HF = -1.782990e-19 J
E0 - E_HF = 2.443756e-18 J
E - E_FCI = 2.522201e-18 J
gain/(E_FCI-E_HF) = 0.5600, gain/(E_FCI-E0) = 0.0381
FCI <r1.r2> = -1.794347e-22 m^2
```
